# The electron-loop contribution to the muon anomaly, with mass corrections: test program

```python
"""
Electron-loop contribution to the muon anomaly at order alpha^2.
Result under test: a = A (alpha/pi)^2, with r = m_e/m_mu and
  A = ln(1/r)/3 - 25/36 + (pi^2/4) r + (3 + 4 ln r) r^2
      - (5 pi^2/4) r^3 + 2 r^4 ln(r)^2 + smaller terms.
K(b): anomaly in units alpha/pi from a photon of squared mass b m_mu^2.
P(t): electron vacuum polarization in units alpha/pi at Q^2 = t m_e^2.
J(eps): vertex-parameter integral that carries the mass corrections.
Metric (+,-,-,-), hbar = c = 1.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy import constants as const

# ---------- Dirac matrices ----------
metric = np.diag([1.0, -1.0, -1.0, -1.0])
unit4 = np.eye(4, dtype=complex)
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
gamma = [np.kron(pauli[2], np.eye(2))]
gamma += [np.kron(1j * pauli[1], s) for s in pauli]


def dot(a, b):
    return a @ metric @ b


def slash(v):
    return sum(metric[i, i] * v[i] * gamma[i] for i in range(4))


def contract(matrix):
    return sum(metric[i, i] * gamma[i] @ matrix @ gamma[i]
               for i in range(4))


# ---------- vertex numerator and denominator, muon mass = 1 ----------
def on_shell(momentum):
    momentum = np.array(momentum)
    return np.concatenate(([np.sqrt(1 + momentum @ momentum)], momentum))


p_in = on_shell([0.3, -0.5, 0.7])
p_out = on_shell([-0.4, 0.2, 1.1])
q = p_out - p_in
left, right = slash(p_out) + unit4, slash(p_in) + unit4
for x, y in [(0.2, 0.5), (0.45, 0.15)]:
    z = 1 - x - y
    k = z * p_in - y * q
    numerator, columns = [], [[], [], []]
    for mu in range(4):
        core = (slash(k + q) + unit4) @ gamma[mu] @ (slash(k) + unit4)
        numerator.append(left @ contract(core) @ right)
        i_sigma_q = -0.5 * (gamma[mu] @ slash(q) - slash(q) @ gamma[mu])
        for col, form in zip(columns, (gamma[mu], i_sigma_q, q[mu] * unit4)):
            col.append(left @ form @ right)
    basis = np.array([np.array(c).ravel() for c in columns]).T
    target = np.array(numerator).ravel()
    coef = np.linalg.lstsq(basis, target, rcond=None)[0]
    assert np.allclose(basis @ coef, target, atol=1e-9)
    assert abs(coef[1] + 2 * z * (1 - z)) < 1e-9
    # completing the square, for an arbitrary loop momentum
    photon_mass2 = 0.37
    loop = np.array([0.9, -0.2, 0.4, 1.3])
    shifted = loop + y * q - z * p_in
    combined = (x * (dot(loop, loop) - 1)
                + y * (dot(loop + q, loop + q) - 1)
                + z * (dot(loop - p_in, loop - p_in) - photon_mass2))
    delta = -x * y * dot(q, q) + (1 - z)**2 + z * photon_mass2
    assert abs(combined - dot(shifted, shifted) + delta) < 1e-11

# the part quadratic in the loop momentum is proportional to gamma^mu
for mu in range(4):
    assert np.allclose(contract(contract(gamma[mu])), 4 * gamma[mu])

# Euclidean loop integral
delta = 0.7
radial = quad(lambda l: l**3 / (l * l + delta)**3, 0, np.inf)[0]
assert abs(radial * 2 * np.pi**2 / (2 * np.pi)**4
           - 1 / (32 * np.pi**2 * delta)) < 1e-10


def K(b):
    return quad(lambda v: v * v * (1 - v) / (v * v + (1 - v) * b),
                0, 1, epsabs=1e-12, epsrel=1e-10, limit=200)[0]


schwinger = K(0.0)
assert abs(schwinger - 0.5) < 1e-12


# ---------- vacuum polarization from pair production ----------
def spectral_density(u):
    """Im(Pi)/alpha at s = 4 cosh(u)^2 m_e^2, from unitarity:
    (1/2) * e^2 * trace/(3 s) * two-body phase space beta/(8 pi)."""
    energy, mom = np.cosh(u), np.sinh(u)
    electron = np.array([energy, 0, 0, mom])
    positron = np.array([energy, 0, 0, -mom])
    trace = -np.trace((slash(electron) + unit4)
                      @ contract(slash(positron) - unit4)).real
    s = 4 * energy**2
    phase_space = np.tanh(u) / (8 * np.pi)
    return 0.5 * 4 * np.pi * trace / (3 * s) * phase_space


def P(t):
    return 2 * quad(lambda v: v * (1 - v) * np.log1p(v * (1 - v) * t),
                    0, 1, epsabs=1e-12)[0]


def P_dispersive(t):
    def integrand(u):
        s = 4 * np.cosh(u)**2
        return 2 * np.tanh(u) * spectral_density(u) * t / (s + t)
    return quad(integrand, 0, 18, epsabs=1e-10, limit=200)[0]


for t in (0.5, 8.0, 300.0):
    assert abs(P(t) - P_dispersive(t)) < 1e-8
t_large = 1e7
assert abs(P(t_large) - (np.log(t_large) / 3 - 5 / 9)) < 1e-5

# ---------- closed form of J against its definition ----------
mp.mp.dps = 40


def J(eps):
    cosine = 1 - eps / 2
    phi = mp.acos(cosine)
    return mp.re(eps / 2 + eps * (1 - eps / 4) * mp.log(eps)
                 + (mp.pi - phi) * mp.sin(phi) * cosine)


for eps in (0.02, 0.9, 3.0, 7.5):
    direct = quad(lambda v: (1 - v) * np.log1p(eps * (1 - v) / v**2),
                  0, 1, epsabs=1e-11, limit=200)[0]
    assert abs(direct - float(J(mp.mpf(eps)))) < 1e-8


def mass_correction(r):
    """D = 2 * integral over z in (0,1) of w J(r^2/w), w = z(1-z)."""
    points, edge = [mp.mpf(0)], r**2
    while edge < 0.25:
        points.append(edge)
        edge *= 100
    points.append(mp.mpf(1) / 2)

    def integrand(v):
        w = v * (1 - v)
        return w * J(r**2 / w)
    return 4 * mp.quad(integrand, points)


def series_terms(r):
    return (mp.pi**2 / 4 * r, (3 + 4 * mp.log(r)) * r**2,
            -5 * mp.pi**2 / 4 * r**3)


# The scaled remainder is a quadratic in ln r up to O(r^2 ln r), so its
# second difference isolates the coefficient of r^4 ln(r)^2.
scaled = []
for power in (2, 3, 4):
    r_test = mp.mpf(10)**(-power)
    rest = mass_correction(r_test) - sum(series_terms(r_test))
    scaled.append(rest / r_test**4)
log2_coef = float((scaled[0] - 2 * scaled[1] + scaled[2])
                  / (2 * mp.log(10)**2))
assert abs(log2_coef - 2) < 1e-3

# ---------- physical muon and electron ----------
mass_ratio = const.physical_constants['muon-electron mass ratio'][0]
alpha = const.fine_structure
r_phys = 1 / mp.mpf(mass_ratio)
log_term = float(mp.log(mass_ratio) / 3)
constant_term = -25 / 36
linear, quadratic, cubic = [float(v) for v in series_terms(r_phys)]
series_sum = log_term + constant_term + linear + quadratic + cubic
correction = float(mass_correction(r_phys))
A_full = log_term + constant_term + correction


def pair_mass_integrand(u):
    s = 4 * np.cosh(u)**2
    return 2 * np.tanh(u) * spectral_density(u) * K(s / mass_ratio**2)


A_dispersive = quad(pair_mass_integrand, 0, 18,
                    epsabs=1e-9, epsrel=1e-9, limit=200)[0]
assert abs(A_dispersive - A_full) < 1e-8
remainder = A_full - series_sum
assert abs(remainder) < 1e-7

# effective scale at which the asymptotic running coupling is taken
log_average = quad(lambda v: (1 - v) * (2 * np.log(v) - np.log(1 - v)),
                   0, 1, epsabs=1e-12)[0] / schwinger
scale = np.exp(log_average / 2)
assert abs(scale - np.exp(-1.25)) < 1e-8
A_scale = schwinger * (np.log((scale * mass_ratio)**2) / 3 - 5 / 9)
assert abs(A_scale - (log_term + constant_term)) < 1e-8

unit = (alpha / np.pi)**2
one_loop = schwinger * alpha / np.pi
print(f"mass ratio m_mu/m_e (dimensionless)      {mass_ratio:.6f}")
print(f"r = m_e/m_mu (dimensionless)             {float(r_phys):.9f}")
print(f"alpha (dimensionless)                    {alpha:.10f}")
print("Terms of A, in units of (alpha/pi)^2:")
print(f"  logarithm (1/3) ln(m_mu/m_e)           {log_term:.9f}")
print(f"  constant -25/36                        {constant_term:.9f}")
print(f"  logarithm plus constant                "
      f"{log_term + constant_term:.9f}")
print(f"  term linear in r                       {linear:.9f}")
print(f"  term in r^2                            {quadratic:.9f}")
print(f"  term in r^3                            {cubic:.9f}")
print(f"  sum through r^3                        {series_sum:.9f}")
print(f"  all mass corrections D                 {correction:.9f}")
print(f"  full A                                 {A_full:.9f}")
print(f"  full A from pair-mass integral         {A_dispersive:.9f}")
print(f"  full A minus sum through r^3           {remainder:.3e}")
print(f"fitted coefficient of r^4 ln(r)^2        {log2_coef:.5f}")
print(f"effective scale Q*/m_mu (dimensionless)  {scale:.6f}")
print(f"one-loop K(0), units of alpha/pi         {schwinger:.6f}")
print(f"(alpha/pi)^2, units of 1e-6              {unit * 1e6:.6f}")
print(f"electron-loop anomaly, units of 1e-6     {A_full * unit * 1e6:.6f}")
print(f"mass-correction part, units of 1e-6      "
      f"{correction * unit * 1e6:.6f}")
print(f"Schwinger anomaly, units of 1e-6         {one_loop * 1e6:.4f}")
print(f"electron loop / Schwinger, percent       "
      f"{100 * A_full * unit / one_loop:.4f}")
print("verified")
```

Printed output:

```
mass ratio m_mu/m_e (dimensionless)      206.768283
r = m_e/m_mu (dimensionless)             0.004836332
alpha (dimensionless)                    0.0072973526
Terms of A, in units of (alpha/pi)^2:
  logarithm (1/3) ln(m_mu/m_e)           1.777199586
  constant -25/36                        -0.694444444
  logarithm plus constant                1.082755142
  term linear in r                       0.011933170
  term in r^2                            -0.000428656
  term in r^3                            -0.000001396
  sum through r^3                        1.094258260
  all mass corrections D                 0.011503167
  full A                                 1.094258309
  full A from pair-mass integral         1.094258309
  full A minus sum through r^3           4.919e-08
fitted coefficient of r^4 ln(r)^2        1.99997
effective scale Q*/m_mu (dimensionless)  0.286505
one-loop K(0), units of alpha/pi         0.500000
(alpha/pi)^2, units of 1e-6              5.395490
electron-loop anomaly, units of 1e-6     5.904060
mass-correction part, units of 1e-6      0.062065
Schwinger anomaly, units of 1e-6         1161.4097
electron loop / Schwinger, percent       0.5084
verified
```
